Kicks that select triplets, dark states and the dynamic structure factor

**Question**

I run real-time TDDFT on a model atom: two electrons in one dimension, nuclear charge 2, all interactions softened as 1/√(x² + 1). I kick the ground state with κ x δ(t), record the dipole moment and take a sine transform. This gives one series of lines, the singlets of odd parity.

I also want the triplets, the states that are dark to a dipole, and the dynamic structure factor S(q,ω). I have been told to kick the two spins with opposite sign, to use a quadrupolar kick, and to use a potential exp(iqx). I do not see why the first two select what they should, what I must record, or how line heights become transition strengths. The third puzzles me most, because exp(iqx) is complex and so is not a potential at all. How should these kicks be designed, and how can I check on my atom that they work?

**Answer**

All three are one experiment with different operators. You choose a real function f(x) and a sign s_σ for each spin, kick with them, and record the moment of the same operator. I use atomic units and assume a closed-shell, non-degenerate ground state, no magnetic field, no spin-orbit coupling, and an adiabatic functional, whose potential depends on the density at the same instant.

**What the kick does to the orbitals**

Let the added potential be κ s_σ f(x)/τ during a short time τ. With u = t/τ, the orbital equation during the pulse is

i ∂φ_σ/∂u = [τ h_σ + κ s_σ f] φ_σ, 0 ≤ u ≤ 1.

The ordinary Hamiltonian h_σ, with its Hartree and exchange-correlation parts, carries a factor τ and drops out as τ → 0. What remains is

φ_σ(0+) = exp(−iκ s_σ f) φ_σ(0−).

This is a pure phase, so the density is unchanged at t = 0+; the kick gives the electrons a momentum −κ s_σ f′(x). For linear response the variation of the phase κf across the region that holds density must be small; a constant added to f only multiplies each orbital by an overall phase and has no effect. For f = x² the variation grows outwards, so diffuse atoms need a smaller κ.

**What the recorded moment contains**

Take first the interacting system, with F = Σ_i s_i f(x_i), where s_i is the sign for the spin of electron i. Write F_n0 = ⟨n|F|0⟩ and ω_n = E_n − E_0. To first order in κ,

|Ψ(t)⟩ = e^(−iE_0t) [ |0⟩ − iκ Σ_n F_n0 e^(−iω_n t) |n⟩ ].

The change of the expectation value is the cross term plus its complex conjugate:

δ⟨F⟩(t) = −iκ Σ_n |F_n0|² (e^(−iω_n t) − e^(iω_n t))
= −2κ Σ_n |F_n0|² sin(ω_n t),

because the bracket equals −2i sin(ω_n t). The term n = 0 vanishes. Recording the same F that was kicked makes every coefficient a square, so lines cannot have mixed signs.

To read off strengths, multiply by a smooth window W(t) that falls from 1 to 0 over the run of length T:

A(ω) = −(1/πκ) ∫₀ᵀ W(t) sin(ωt) δ⟨F⟩(t) dt.

Insert the signal and use 2 sin(ωt) sin(ω_n t) = cos((ω−ω_n)t) − cos((ω+ω_n)t). The second cosine oscillates fast and averages out when ω_n T ≫ 1. At ω = ω_n the first is 1, so an isolated line has height

A(ω_n) = |F_n0|² (1/π) ∫₀ᵀ W dt.

Divide by the known window integral and you have the strength. Lines closer than roughly 2π/T merge.

**Does TDDFT give the same form?**

It does for your atom, and the derivation shows where singlets and triplets part. With one orbital per spin, exact exchange removes the Hartree potential of an electron's own density:

v_σ = v_ext + v_H[n_−σ].

Let φ_0 be the occupied orbital and φ_a the empty ones, all real, with ω_a = ε_a − ε_0. Write

φ_σ(t) = e^(−iε_0t) [φ_0 + Σ_a c_aσ(t) φ_a], c_aσ = X_aσ + iY_aσ.

The density change is δn_σ = 2 Σ_a X_aσ φ_0φ_a. For equal kicks the two spins respond alike; for opposite kicks δn_−σ = −δn_σ. With

K_ab = ∫∫ φ_0(x)φ_a(x) w(x,x′) φ_0(x′)φ_b(x′) dx dx′,

where w is the softened repulsion, the linearized orbital equation is, dropping the spin label,

i ċ_a = ω_a c_a ± 2 Σ_b K_ab X_b,

with + for equal signs and − for opposite signs. Its imaginary and real parts are

Ẋ_a = ω_a Y_a,
Ẏ_a = −ω_a X_a ∓ 2 Σ_b K_ab X_b.

Differentiate the first, insert the second, and set X_a = √ω_a ξ_a:

ξ̈_a = −Σ_b M_ab ξ_b,
M_ab = ω_a² δ_ab ± 2√(ω_aω_b) K_ab.

M is symmetric, with eigenvalues Ω_n² and orthonormal eigenvectors Z_an. The kick sets c_a(0+) = −iκ s f_a with f_a = ⟨φ_a|f|φ_0⟩, so ξ_a(0) = 0 and ξ̇_a(0) = −κ s √ω_a f_a. Hence

ξ_a(t) = −κ s Σ_n Z_an g_n sin(Ω_n t)/Ω_n, g_n = Σ_b Z_bn √ω_b f_b.

The moment is the sum of s_σ ∫ f δn_σ dx over two spins. Since s² = 1, each gives the same amount:

δ⟨F⟩ = 2 · 2 Σ_a f_a √ω_a (s ξ_a) = −4κ Σ_n g_n² sin(Ω_n t)/Ω_n.

This is the earlier law with |F_n0|² = 2g_n²/Ω_n. Diagonalizing M therefore predicts the real-time spectrum without any propagation. If an eigenvalue Ω_n² were negative, the response would grow exponentially instead of oscillating. In the triplet channel the minus sign makes this possible; your atom is stable.

**Opposite signs: triplets**

With equal signs F contains no spin and leaves the total spin alone. With opposite signs F = Σ_i σ_z,i f(x_i). Your ground state is a symmetric Ψ(x₁,x₂) times χ_S = (↑↓ − ↓↑)/√2. Acting with σ_z on electron 1 gives χ_T = (↑↓ + ↓↑)/√2, and on electron 2 it gives −χ_T. Therefore

F Ψ χ_S = [f(x₁) − f(x₂)] Ψ χ_T.

The result is a pure triplet with M_S = 0. For more electrons the same holds because F is the z component of a spin vector, which takes total spin 0 to total spin 1.

You must record the spin moment ∫ f (n_↑ − n_↓) dx. The charge moment has no first-order signal: reversing κ merely swaps the two spins, so the charge density is even in κ.

One run can serve both channels. A kick on spin up alone has signs (1, 0) = ½(1, 1) + ½(1, −1). In linear response the charge moment then shows half the singlet signal and the spin moment half the triplet signal. On your atom both statements hold to about 10⁻⁴ of the signal (rms) for f = x.

**Even f: dipole-dark states**

Your atom has inversion symmetry and an even ground state. So x_n0 vanishes for even states and (x²)_n0 for odd ones: f = x reaches the odd states, f = x² the even ones.

In three dimensions parity still selects, and angular momentum is added to it. Since

z² = r² (P₀ + 2P₂)/3,

with P_L the Legendre polynomials of cos θ, a z² kick on a spherical atom excites both S and D states. Use 3z² − r² = 2r²P₂ for D states alone, and r² for S states alone.

These rules are first-order statements. After a singlet x kick the x² moment is not zero; it is even in κ, because reversing κ mirrors the atom. In the box |x| ≤ 24 bohr used below, at κ = 0.001, its rms is 2.7% of that after an x² kick of the same κ, and it grows by a factor 4.000 when κ is doubled. After a triplet x kick the charge x² moment is 0.8% on the same scale and grows by 4.007. The two percentages belong to this box: in a box |x| ≤ 40 bohr they grow to roughly 5.6–5.7% and 1.3–1.4%. The scaling with κ is the point. The small excess over 4 is compatible with a fourth-order term, since symmetry forbids odd orders. To look for a hidden linear part, form [4s(κ) − s(2κ)]/2 from the signals s at κ and 2κ, and take its rms relative to that of s(κ); the combination keeps a linear term and removes the second-order one. For a signal s = Q + R with second- and fourth-order parts this equals [4Q + 4R − 4Q − 16R]/2 = −6R, so its value of 0.5% for the triplet kick reflects higher even orders and is not a linear response. If you doubt a weak line, repeat the run with another κ: true first-order signals scale linearly.

**The structure factor without a complex potential**

You are right about exp(iqx). Used as a kick it would multiply the orbital by

exp(−iκ e^(iqx)) = exp(−iκ cos qx) exp(κ sin qx),

and the last factor is no phase. It changes the density at once, which no real potential can do.

What you want is the inelastic part

S(q,ω) = Σ_(n≠0) |⟨n|ρ_q|0⟩|² δ(ω − ω_n), ρ_q = Σ_i exp(−iqx_i).

Let C_n and S_n be the matrix elements of Σ_i cos(qx_i) and Σ_i sin(qx_i). Without a magnetic field the states can be chosen real, so C_n and S_n are real and

|⟨n|ρ_q|0⟩|² = |C_n − iS_n|² = C_n² + S_n².

So make two runs with equal spin signs, one with f = cos(qx) and one with f = sin(qx). Record in each the moment that was kicked, transform, and add the spectra. This works for any position of the origin.

For an atom with inversion symmetry one run is enough. Kick with f = cos(qx) + sin(qx), centred on the nucleus. The strengths are

(C_n + S_n)² = C_n² + S_n² + 2C_nS_n,

and the cross term vanishes because an even state has S_n = 0 and an odd state has C_n = 0.

The centring matters. With the origin of f moved to x₀,

cos(q(x−x₀)) + sin(q(x−x₀)) = √2 cos(qx − qx₀ − π/4).

For qx₀ = π/4 this is √2 sin(qx). The even states disappear and the odd ones appear with doubled strength. At q = 1 bohr⁻¹ a shift of only 0.785 bohr does this. In the propagation the first bright line came out 2.000 times its correct strength, and the spectrum at the dark line fell to about 0.1% of its correct height in magnitude.

At small q, sin(qx) ≈ qx and cos(qx) ≈ 1 − q²x²/2. The constant 1 excites nothing, so

bright: |⟨n|ρ_q|0⟩|² ≈ q² |x_n0|²,
dark: |⟨n|ρ_q|0⟩|² ≈ q⁴ |(x²)_n0|²/4.

The plane-wave kick thus contains the dipole and quadrupole kicks as its first two orders.

**A check that needs no spectrum**

Right after the kick the density is unchanged, so only the kinetic energy differs. For real φ_0,

½∫|∂(e^(−iκsf)φ_0)/∂x|² dx = ½∫(φ_0′² + κ²f′²φ_0²) dx.

Summed over both spins, with n = 2φ_0², the absorbed energy is

ΔE = (κ²/2) ∫ n f′² dx.

The strengths obey a matching sum rule. Since the Z_an form a complete orthonormal set,

Σ_n Ω_n|F_n0|² = 2 Σ_n g_n² = 2 Σ_a ω_a f_a².

With h the ground-state orbital Hamiltonian, whose potential is local, [f,[h,f]] = f′². Its expectation value in φ_0 is also 2⟨φ_0|f(h−ε_0)f|φ_0⟩ = 2Σ_a ω_a f_a². Hence

Σ_n Ω_n |F_n0|² = ∫ φ_0² f′² dx = ½ ∫ n f′² dx.

It holds in both spin channels. For the centred cos + sin kick, f′² = q²(1 − sin 2qx); the sine integrates to zero against the even density, leaving Nq²/2. For N = 2 and q = 1 bohr⁻¹ that is 1 hartree, and the computed sum is 1.00000 hartree.

**Your atom in numbers**

I used a box |x| ≤ 24 bohr, κ = 0.001 and a run of 400 atomic time units, and subtracted an unkicked run from every signal. The first line of each kick, in hartree, is compared below with configuration interaction (CI) for the same two-electron model. CI contains the correlation that exact exchange omits; its excitation energies changed by at most 0.0002 hartree, among the lowest states, when the orbital basis grew from 35 to 45.

Singlet, x: 0.5486 (14.93 eV); CI 0.5336
Triplet, x: 0.3996 (10.87 eV); CI 0.4222
Singlet, x²: 0.6157 (16.76 eV); CI 0.6094
Triplet, x²: 0.5912 (16.09 eV); CI 0.5947

All four lie below the ionization threshold −ε_0 = 0.750 hartree, so they can be read as bound excitations. Above it the box turns the continuum into discrete levels, and single lines there have no atomic meaning.

Two comparisons must be kept apart. Diagonalizing M reproduces the real-time energies to within 0.0001 hartree and these first-line strengths to about 0.01%. That validates the kicks and the analysis. The distance to CI measures the functional. For the x kicks the singlet–triplet splitting is

exact exchange: 0.5486 − 0.3996 = 0.1490 hartree,
CI: 0.5336 − 0.4222 = 0.1114 hartree,

so this functional overestimates it by about a third. Strengths suffer too: for the singlet x² line it gives 2.36 bohr⁴ against 2.99 in CI, which is 21% too low. The adiabatic response also has one row of M per promotion of a single electron, so it has no separate states with both electrons promoted.

For the structure factor at q = 1 bohr⁻¹, the single centred kick gives

bright line, 0.5486 hartree: strength 0.176,
dark line, 0.6157 hartree: strength 0.060.

These are the singlet lines of the x and x² kicks, now in one spectrum. Their ratio shows what q does. At q = 0.1 bohr⁻¹ the small-q laws, with |x_n0|² = 1.127 bohr² and |(x²)_n0|² = 2.358 bohr⁴, predict

bright: 0.1² × 1.127 = 0.01127 (computed 0.01103),
dark: 0.1⁴ × 2.358/4 = 0.000059 (computed 0.000057).

The dark line then has about 0.5% of the bright strength. At q = 1 bohr⁻¹ it has 0.060/0.176 = 34%, and at q = 2 bohr⁻¹ it has 0.01101/0.01706 = 65%, although both lines are weaker there. To find a dipole-dark state with a plane-wave kick, choose q comparable to the inverse size of the atom. The numerical check covers the propagation, the diagonalization of M and the CI comparison.

Computed values

```
grid: 121 points, spacing 0.4 bohr, |x| <= 24.0 bohr
time step 0.04 a.u., length 400 a.u., kappa 0.001 a.u.
ground energy, exact exchange: -2.22421 hartree
ground energy, CI: -2.23821 hartree
threshold -eps0: 0.75025 hartree
CI excitation change, 35 to 45 orbitals: 1.7e-04 hartree
pulse error ratio for halved length: 2.000
First line of each kick: energies in hartree
singlet x: real time 0.54865, response 0.54864, CI 0.53358
triplet x: real time 0.39963, response 0.39963, CI 0.42216
singlet x^2: real time 0.61574, response 0.61570, CI 0.60944
triplet x^2: real time 0.59118, response 0.59119, CI 0.59467
Strength |F_n0|^2 (x: bohr^2, x^2: bohr^4)
singlet x: real time 1.1266, response 1.1266, CI 1.2240
triplet x: real time 2.2901, response 2.2901, CI 2.1274
singlet x^2: real time 2.3582, response 2.3581, CI 2.9860
triplet x^2: real time 3.6362, response 3.6366, CI 3.7897
Real-time energies in eV; largest curve deviation / peak
singlet x: 14.929 eV; 0.0001
triplet x: 10.875 eV; 0.0001
singlet x^2: 16.755 eV; 0.0039
triplet x^2: 16.087 eV; 0.0002
absorbed energy / formula, worst: 1.000000
sum rule / formula, worst: 1.000000
singlet x kick, spin/charge dipole rms: 0.0e+00
Charge x^2 moment after an x kick: rms relative to x^2 kick,
share linear in kappa, growth for doubled kappa
singlet: 2.7e-02, 1.9e-05, 4.0000
triplet: 8.0e-03, 5.0e-03, 4.0074
one-spin kick minus half singlet, relative rms: 3.1e-05
one-spin kick minus half triplet, relative rms: 1.2e-04
Structure factor at q = 1.0 1/bohr
bright: 0.54865 hartree, real time 0.17597, response 0.17600
dark: 0.61569 hartree, real time 0.06029, response 0.06031
S(q,w) curve deviation / peak: 0.0003
sum of w |rho_q|^2: 1.00000 hartree (N q^2/2 = 1.00000)
origin shift 0.7854 bohr: bright x 2.0003, dark x -0.0014
q (1/bohr), bright and dark strengths from response
0.10: 0.011031 0.000057
0.25: 0.061764 0.001957
0.50: 0.169017 0.019577
1.00: 0.175996 0.060307
2.00: 0.017063 0.011007
small-q ratios at q = 0.02: 0.9992 0.9989
z^2/r^2 on P0, P2: 0.3333 0.6667
```
